# Why pivoted Cholesky keeps a basis sparse where canonical orthogonalization does not: test program

```python
"""
Result under test: in a regular extended system, canonical orthogonalization
(keep overlap eigenvectors with eigenvalue > tau) gives a dense transform,
while pivoted Cholesky selection (keep original functions until every residual
squared norm is <= tau) leaves a sparse, better conditioned atom-centred set.
Limits of the claim are tested too: spectral gap, single defect, Kahan matrix.
Symbols: S overlap matrix; tau threshold; N atoms in a periodic chain;
a spacing (bohr); zeta Gaussian exponent (bohr^-2); g = zeta*a^2;
k Bloch phase per atom (rad); Q projector on the removed eigenvectors.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf

SPACING = 2.0
EXPS = (1.0, 0.05)
TAU = 0.01
CUT = 1e-4


def overlap(p, q, r):
    return (2*np.sqrt(p*q)/(p+q))**1.5*np.exp(-p*q/(p+q)*r**2)


def ring_overlap(n_atoms, exps):
    """Index = 2*atom + type, nearest periodic image."""
    i = np.arange(n_atoms)
    sep = (i[:, None]-i[None, :]+n_atoms//2) % n_atoms - n_atoms//2
    S = np.zeros((2*n_atoms, 2*n_atoms))
    for s in range(2):
        for t in range(2):
            S[s::2, t::2] = overlap(exps[s], exps[t], SPACING*sep)
    return S


def bloch(k, exps):
    n = np.arange(-60, 61)
    B = np.array([[np.sum(overlap(p, q, SPACING*n)*np.cos(k*n))
                   for q in exps] for p in exps])
    return np.linalg.eigh(B)


def pivoted_cholesky(G, tau):
    """Greedy selection; ties go to the lowest index."""
    d = np.diag(G).copy()
    L = np.zeros(G.shape)
    picked, pivots = [], []
    while len(picked) < len(G) and d.max() > tau:
        p = int(np.argmax(d >= d.max()-1e-10))
        m = len(picked)
        pivots.append(d[p])
        L[:, m] = (G[:, p]-L[:, :m] @ L[p, :m])/np.sqrt(d[p])
        d = d-L[:, m]**2
        picked.append(p)
        d[picked] = 0.0
    return np.array(picked), np.array(pivots), d


def inverse_root(G):
    e, V = eigh(G)
    return (V/np.sqrt(e)) @ V.T


def per_column(A):
    return np.count_nonzero(np.abs(A) > CUT)/A.shape[1]


def participation(vec, atoms):
    pop = np.bincount(atoms, weights=vec**2)
    return 1/np.sum(pop**2)


# ---- overlap formula against quadrature of the normalized Gaussians
def line_integral(p, q, r):
    f = lambda x: np.exp(-p*x*x-q*(x-r)**2)
    return (4*p*q/np.pi**2)**0.25*quad(f, -30, 30, points=[0, r], limit=200)[0]


for r in (0.0, 2.0, 4.0):
    num = line_integral(*EXPS, r)*line_integral(*EXPS, 0.0)**2
    assert abs(num-overlap(*EXPS, r)) < 1e-8

print(f"spacing a = {SPACING:.1f} bohr")
print(f"exponents = {EXPS[0]:.2f}, {EXPS[1]:.2f} bohr^-2")
print(f"threshold tau = {TAU:.2f}; count cutoff = {CUT:.0e}")

# ---- diffuse functions alone: smallest eigenvalue from Poisson summation
g = EXPS[1]*SPACING**2
S300 = ring_overlap(300, EXPS)
diffuse_min = eigh(S300[1::2, 1::2], eigvals_only=True)[0]
poisson_min = 2*np.sqrt(2*np.pi/g)*np.exp(-np.pi**2/(2*g))
assert abs(diffuse_min/poisson_min-1) < 1e-3
print(f"g = {g:.2f}; diffuse-only s(pi) formula = {poisson_min:.3e}")
print(f"diffuse-only smallest eigenvalue, N=300 = {diffuse_min:.3e}")

# ---- two chain lengths: canonical transform against Cholesky subset
stats = {}
for N in (300, 600):
    S = S300 if N == 300 else ring_overlap(N, EXPS)
    e, U = eigh(S)
    keep = e > TAU
    X = U[:, keep]/np.sqrt(e[keep])
    picked, pivots, resid = pivoted_cholesky(S, TAU)
    P = np.sort(picked)
    SP = S[np.ix_(P, P)]
    eP = eigh(SP, eigvals_only=True)
    W = inverse_root(SP)
    v = np.repeat(np.random.default_rng(7).uniform(0.5, 1.5, N), 2)
    A = S*(v[:, None]+v[None, :])/2
    opX = X.T @ A @ X
    opW = W @ A[np.ix_(P, P)] @ W
    stats[N] = [per_column(x) for x in (X, W, opX, opW, SP)]
    full_count = per_column((U/np.sqrt(e)) @ U.T)
    # the removed functions really lie within sqrt(tau) of the kept span
    D = np.setdiff1d(np.arange(2*N), P)
    dist2 = 1-np.sum(S[np.ix_(P, D)]*np.linalg.solve(SP, S[np.ix_(P, D)]), 0)
    assert np.allclose(dist2, resid[D], atol=1e-9) and dist2.max() <= TAU+1e-9
    assert set(range(0, 2*N, 2)) <= set(P.tolist())
    assert eP[0] > 1e3*e[0] and eP[0] <= pivots.min()+1e-12
    best = e[:2*N-len(P)].sum()
    assert best <= resid.sum()
    assert stats[N][0] > 0.8*2*N and stats[N][2] > 0.7*keep.sum()
    assert stats[N][1] < full_count
    print(f"N={N}: functions {2*N}, canonical {keep.sum()}, Cholesky {len(P)}")
    print(f"  smallest eigenvalue: full {e[0]:.2e}, subset {eP[0]:.2e}")
    print(f"  smallest pivot {pivots.min():.4f}; subset cond. {eP[-1]/eP[0]:.2e}")
    print(f"  largest residual of a dropped function {dist2.max():.5f}")
    print(f"  total residual: Cholesky {resid.sum():.4f}, optimum {best:.4f}")
    print("  entries per column above cutoff:")
    print(f"   canonical X {stats[N][0]:.1f}; subset S^-1/2 {stats[N][1]:.1f}")
    print(f"   full S^-1/2 {full_count:.1f}; subset S {stats[N][4]:.1f}")
    print(f"   operator: canonical {stats[N][2]:.1f}, subset {stats[N][3]:.1f}")
    if N == 300:
        e300, U300 = e, U
        kept = set(P.tolist())
        pattern = "".join("x" if 2*n+1 in kept else "." for n in range(100, 140))
growth = [stats[600][i]/stats[300][i] for i in range(5)]
assert growth[0] > 1.8 and growth[2] > 1.7
assert growth[1] < 1.25 and growth[3] < 1.25 and growth[4] < 1.25
print(f"growth 300->600: X {growth[0]:.2f}, subset S^-1/2 {growth[1]:.2f}")
print("diffuse functions kept (x), atoms 101-140 of N=300:")
print("  "+pattern)

# ---- Bloch waves: spectrum, delocalization, 1/n tail of the projector
N = 300
spectrum = np.sort(np.concatenate(
    [bloch(2*np.pi*j/N, EXPS)[0] for j in range(N)]))
assert np.allclose(spectrum, e300, atol=1e-11)
removed = U300[:, e300 <= TAU]
atoms = np.arange(2*N)//2
part = [participation(u, atoms) for u in removed.T]
assert min(part) > 0.49*N
k_c = brentq(lambda k: bloch(k, EXPS)[0][0]-TAU, 0.5, 3.0)
weight = bloch(k_c, EXPS)[1][1, 0]**2
k_grid = np.pi-removed.shape[1]*np.pi/N
assert abs(k_grid-k_c) <= 1.01*np.pi/N
n = np.arange(5, N//2)
Q = removed[1+2*n] @ removed[1]
tail = -weight*np.sin(k_grid*n)/(N*np.sin(np.pi*n/N))
assert np.all(np.abs(Q-tail) < 0.01/n)
print(f"removed vectors {removed.shape[1]}; least participation {min(part):.1f} atoms")
print(f"band cut k_c = {k_c:.4f} rad; diffuse weight w = {weight:.4f}")
print(f"largest |Q| for n=40..60: {np.abs(Q[(n >= 40) & (n <= 60)]).max():.2e}")

# ---- gap at the threshold: waves delocalized, projector still local
N, twins = 100, (1.0, 1.1)
S = ring_overlap(N, twins)
e, U = eigh(S)
assert e[N-1] < TAU < e[N]
part = [participation(u, np.arange(2*N)//2) for u in U[:, :N].T]
n = np.arange(12, N//2)
far = np.abs(U[2*n, :N] @ U[0, :N]).max()
assert min(part) > 0.49*N and far < 1e-8
assert len(pivoted_cholesky(S, TAU)[0]) == N
print(f"gap case: exponents {twins[0]}, {twins[1]} bohr^-2, N={N}")
print(f"  gap from {e[N-1]:.5f} to {e[N]:.3f}")
print(f"  least participation {min(part):.1f} atoms; |Q| beyond n=11: {far:.1e}")

# ---- one near-duplicate only: the near-null vector is localized
idx = np.sort(np.append(np.arange(0, 2*N, 2), 1))
e, U = eigh(S[np.ix_(idx, idx)])
single = participation(U[:, 0], idx//2)
assert e[0] < TAU < e[1] and single < 2
print(f"single duplicate: eigenvalue {e[0]:.5f}, participation {single:.3f} atoms")

# ---- pivots above tau do not bound the smallest eigenvalue by tau
size, c = 16, 0.5
s = np.sqrt(1-c*c)
R = np.diag(s**np.arange(size)) @ (np.eye(size)-c*np.triu(np.ones((size, size)), 1))
R = R*(1-1e-4)**np.arange(size)
G = R.T @ R
picked, pivots, _ = pivoted_cholesky(G, TAU)
kahan = eigh(G, eigvals_only=True)[0]
floor = 9*TAU/(4.0**size+6*size-1)
assert len(picked) == size and floor <= kahan < 1e-3*TAU
print(f"Kahan matrix, size {size}: smallest pivot {pivots.min():.4f}")
print(f"  smallest eigenvalue {kahan:.2e}; guaranteed floor {floor:.2e}")

# ---- decay bound of the inverse square root for a nearest-neighbour overlap
t = overlap(1.0, 1.0, SPACING)
T = np.eye(80)+t*(np.eye(80, k=1)+np.eye(80, k=-1))
e = eigh(T, eigvals_only=True)
root_cond = np.sqrt(e[-1]/e[0])
q = (root_cond-1)/(root_cond+1)
row = np.abs(inverse_root(T)[40, 41:50])
bound = 2*q**np.arange(1, 10)/np.sqrt(e[0])
assert np.all(row <= bound) and bound[7]/row[7] < 30
print(f"decay test: q = {q:.4f}; d=8 element {row[7]:.2e}, bound {bound[7]:.2e}")

# ---- H10 chain, restricted Hartree-Fock in full and truncated spaces
basis = gto.basis.load('6-31g', 'H')+[[0, [0.036, 1.0]]]
mol = gto.M(atom=[['H', (0, 0, 1.8*i)] for i in range(10)], unit='Bohr',
            basis={'H': basis}, verbose=0)
SM = mol.intor('int1e_ovlp')
hcore = mol.intor('int1e_kin')+mol.intor('int1e_nuc')
eri = mol.intor('int2e', aosym='s8')
guess = scf.hf.init_guess_by_minao(mol)


def fock(dm):
    vj, vk = scf.hf.dot_eri_dm(eri, dm, hermi=1)
    return hcore+vj-0.5*vk


def rhf_energy(X):
    """X has orthonormal columns in the overlap metric; DIIS iterations."""
    F = X.T @ fock(np.asarray(guess)) @ X
    focks, errors = [], []
    for _ in range(150):
        C = np.linalg.eigh(F)[1][:, :5]
        D = 2*C @ C.T
        dm = X @ D @ X.T
        f_ao = fock(dm)
        F = X.T @ f_ao @ X
        err = F @ D-D @ F
        if np.abs(err).max() < 1e-6:
            return 0.5*np.sum(dm*(hcore+f_ao))+mol.energy_nuc()
        focks, errors = (focks+[F])[-8:], (errors+[err])[-8:]
        m = len(focks)
        B = -np.ones((m+1, m+1))
        B[m, m] = 0
        B[:m, :m] = [[np.sum(x*y) for y in errors] for x in errors]
        scale = max(B[:m, :m].max(), 1e-300)
        B[:m, :m] /= scale
        rhs = np.zeros(m+1)
        rhs[m] = -1
        coef = np.linalg.lstsq(B, rhs, rcond=1e-14)[0][:m]
        F = sum(w*f for w, f in zip(coef, focks))
    raise AssertionError("Hartree-Fock iterations did not converge")


e, U = eigh(SM)
e_full = rhf_energy(U/np.sqrt(e))
print(f"H10, 1.8 bohr: {len(e)} functions, smallest eigenvalue {e[0]:.2e}")
print(f"  full-basis RHF energy {e_full:.6f} hartree")
for tau in (1e-2, 1e-4):
    keep = e > tau
    e_can = rhf_energy(U[:, keep]/np.sqrt(e[keep]))
    P = np.sort(pivoted_cholesky(SM, tau)[0])
    SP = SM[np.ix_(P, P)]
    XP = np.zeros((len(e), len(P)))
    XP[P] = inverse_root(SP)
    e_cho = rhf_energy(XP)
    low = eigh(SP, eigvals_only=True)[0]
    assert min(e_can, e_cho) > e_full-1e-6 and low >= e[0]-1e-12
    print(f"  tau {tau:.0e}: kept canonical {keep.sum()}, Cholesky {len(P)}")
    print(f"   energy rise {1e3*(e_can-e_full):.4f}, {1e3*(e_cho-e_full):.4f} mhartree")
    dropped = np.setdiff1d(np.arange(len(e)), P)
    names = [f"{mol.bas_atom(int(i))+1}:{mol.bas_exp(int(i)).min():.3f}"
             for i in dropped]
    print(f"   subset smallest eigenvalue {low:.2e}; dropped atom:exponent")
    print("   "+(" ".join(names) if names else "none"))

print("all assertions hold")
```

Printed output:

```
spacing a = 2.0 bohr
exponents = 1.00, 0.05 bohr^-2
threshold tau = 0.01; count cutoff = 1e-04
g = 0.20; diffuse-only s(pi) formula = 2.157e-10
diffuse-only smallest eigenvalue, N=300 = 2.157e-10
N=300: functions 600, canonical 449, Cholesky 453
  smallest eigenvalue: full 1.77e-10, subset 2.95e-03
  smallest pivot 0.0102; subset cond. 1.13e+03
  largest residual of a dropped function 0.00676
  total residual: Cholesky 0.3290, optimum 0.0852
  entries per column above cutoff:
   canonical X 539.0; subset S^-1/2 61.5
   full S^-1/2 246.5; subset S 15.3
   operator: canonical 441.3, subset 56.4
N=600: functions 1200, canonical 899, Cholesky 906
  smallest eigenvalue: full 1.77e-10, subset 2.94e-03
  smallest pivot 0.0102; subset cond. 1.14e+03
  largest residual of a dropped function 0.00964
  total residual: Cholesky 0.6643, optimum 0.1706
  entries per column above cutoff:
   canonical X 1068.7; subset S^-1/2 61.8
   full S^-1/2 332.6; subset S 15.3
   operator: canonical 879.1, subset 56.2
growth 300->600: X 1.98, subset S^-1/2 1.00
diffuse functions kept (x), atoms 101-140 of N=300:
  .x..x.xx..xx.x.x.xx..x.x..xx.x.xx.x..x.x
removed vectors 151; least participation 177.1 atoms
band cut k_c = 1.5677 rad; diffuse weight w = 0.9980
largest |Q| for n=40..60: 7.27e-03
gap case: exponents 1.0, 1.1 bohr^-2, N=100
  gap from 0.00196 to 1.508
  least participation 66.7 atoms; |Q| beyond n=11: 4.4e-13
single duplicate: eigenvalue 0.00154, participation 1.000 atoms
Kahan matrix, size 16: smallest pivot 0.0133
  smallest eigenvalue 2.32e-07; guaranteed floor 2.10e-11
decay test: q = 0.1378; d=8 element 2.62e-08, bound 3.04e-07
H10, 1.8 bohr: 30 functions, smallest eigenvalue 1.44e-08
  full-basis RHF energy -5.373774 hartree
  tau 1e-02: kept canonical 23, Cholesky 24
   energy rise 2.0233, 3.2167 mhartree
   subset smallest eigenvalue 5.73e-03; dropped atom:exponent
   2:0.036 4:0.036 5:0.161 6:0.036 7:0.036 9:0.036
  tau 1e-04: kept canonical 27, Cholesky 27
   energy rise 0.2678, 0.2555 mhartree
   subset smallest eigenvalue 9.05e-05; dropped atom:exponent
   4:0.036 6:0.036 9:0.036
all assertions hold
```
